# Why leakage-limited grain-boundary penetration can deepen on cooling: a program that tests the result

```python
# RESULT UNDER TEST
# Solute runs down one grain boundary and leaks into the crystal on both sides.
# In the leakage limit every fractional depth scales as
#     L = sqrt(s*delta*Db/2) * (t/D)**(1/4),
# so at fixed time it grows on cooling when Qb - Es < Q/2.
# At lower temperature leakage stops and the depth passes a maximum.
# D, Db : crystal and boundary diffusivity (m^2/s); Q, Qb : their energies (eV)
# s = s0*exp(Es/kT) : segregation factor; delta : boundary width (m)
# theta = s*delta/(2*sqrt(D*t)) : boundary storage relative to crystal storage
# beta = L^2/(D*t) : large when lengthwise crystal diffusion is unimportant
# y10 : depth where the boundary concentration is 10% of its surface value
import numpy as np
from scipy import constants, sparse
from scipy.integrate import solve_ivp
from scipy.optimize import brentq, minimize_scalar
from scipy.special import erfcinv, factorial, gamma, rgamma

kB = constants.k / constants.e
D0, Q = 0.6e-4, 2.0
Db0, Qb = 1.0e-4, 1.1
s0, Es = 0.1, 0.4
delta = 0.5e-9
hours = 24.0
t = hours * 3600.0


def crystal_D(T):
    return D0 * np.exp(-Q / (kB * T))


def boundary_D(T, energy=Qb):
    return Db0 * np.exp(-energy / (kB * T))


def segregation(T):
    return s0 * np.exp(Es / (kB * T))


# Numerical inverse Laplace transform at unit time (Talbot contour)
N = 24
r = 2 * N / 5
ang = np.arange(1, N) * np.pi / N
cot = 1 / np.tan(ang)
nodes = np.concatenate(([r + 0j], r * ang * (cot + 1j)))
weights = np.concatenate(([0.5 + 0j], 1 + 1j * (ang + (ang * cot - 1) * cot)))
weights = weights * np.exp(nodes) * r / N


def boundary_profile(z, theta):
    """Relative concentration at y = z*sqrt(Db*t), storage and leakage kept."""
    root = np.sqrt(nodes + np.sqrt(nodes) / theta)
    return float(np.sum((weights * np.exp(-z * root) / nodes).real))


def reduced_depth(theta):
    scale = min(np.sqrt(theta), 1.0)
    return brentq(lambda z: boundary_profile(z, theta) - 0.1,
                  0.1 * scale, 4.5 * scale, xtol=1e-13 * scale, rtol=1e-12)


def depth(D, Db, s, time=t):
    theta = s * delta / (2 * np.sqrt(D * time))
    return np.sqrt(Db * time) * reduced_depth(theta)


def depth_at(T):
    return depth(crystal_D(T), boundary_D(T), segregation(T))


def leak_length(T):
    return (np.sqrt(segregation(T) * delta * boundary_D(T) / 2)
            * (t / crystal_D(T)) ** 0.25)


def theta_at(T):
    return segregation(T) * delta / (2 * np.sqrt(crystal_D(T) * t))


def log_slope(theta, h=0.02):
    up, down = reduced_depth(theta * np.exp(h)), reduced_depth(theta * np.exp(-h))
    return np.log(up / down) / (2 * h)


# Limiting profile from its power series, against the inverted transform
n = np.arange(0, 90)


def series_profile(eta):
    return float(np.sum((-eta) ** n / factorial(n) * rgamma(1 - n / 4)))


eta10 = brentq(lambda e: series_profile(e) - 0.1, 0.5, 4.5)
assert abs(reduced_depth(1e-6) / 1e-3 / eta10 - 1) < 1e-4
no_leak = 2 * erfcinv(0.1)
assert abs(reduced_depth(1e5) / no_leak - 1) < 1e-4
slopes = np.array([log_slope(th) for th in np.logspace(-3, 3, 25)])
assert np.all(np.diff(slopes) < 0) and slopes[0] < 0.5 and slopes[-1] > 0


# Direct solution of the diffusion equations; lengths in sqrt(D*t), time in t
def line_operator(points):
    h = np.diff(points)
    width = np.zeros(len(points))
    main = np.zeros(len(points))
    width[:-1] += h / 2
    width[1:] += h / 2
    main[:-1] += 1 / h
    main[1:] += 1 / h
    return width, sparse.diags([-1 / h, main, -1 / h], [-1, 0, 1], format="csr")


def direct_solution(T, lengthwise):
    """Return y10/sqrt(D*t) and side uptake/(c_surface*D*t)."""
    D = crystal_D(T)
    a = segregation(T) * delta / np.sqrt(D * t)
    ratio = boundary_D(T) / D
    x = 8 * np.sinh(4 * np.linspace(0, 1, 50)) / np.sinh(4)
    y = np.sinh(2.5 * np.linspace(0, 1, 90)) / np.sinh(2.5)
    y = y * 10 * np.sqrt(a * ratio / 2)
    wx, Kx = line_operator(x)
    wy, Ky = line_operator(y)
    capacity = wx.copy()
    capacity[0] += a / 2
    conduct = wx * (1.0 if lengthwise else 0.0)
    conduct[0] += a * ratio / 2
    inner = Ky[1:, 1:]
    source = -Ky[1:, [0]].toarray().ravel()
    inv_mass = 1 / np.kron(capacity, wy[1:])
    A = sparse.kron(Kx, sparse.diags(wy[1:]))
    A = A + sparse.kron(sparse.diags(conduct), inner)
    A = (-sparse.diags(inv_mass) @ A).tocsc()
    b = inv_mass * np.kron(conduct, source)
    sol = solve_ivp(lambda time, c: A @ c + b, (0, 1), np.zeros(len(b)),
                    method="BDF", jac=A, rtol=1e-4, atol=1e-6, t_eval=[1.0])
    assert sol.success
    c = sol.y[:, -1].reshape(len(x), len(y) - 1)
    keep = c[0] > 0.01
    y10 = np.interp(np.log(10), -np.log(c[0][keep]), y[1:][keep])
    uptake = 2 * wx @ c @ wy[1:] + wy[0] * 4 / np.sqrt(np.pi)
    return y10, uptake


hot, cool = 900.0, 800.0
direct, lengthwise_change, direct_uptake, uptake = {}, {}, {}, {}
for T in (hot, cool):
    unit = np.sqrt(crystal_D(T) * t)
    plain, amount = direct_solution(T, False)
    complete, _ = direct_solution(T, True)
    direct[T] = complete * unit
    lengthwise_change[T] = complete / plain - 1
    direct_uptake[T] = amount * unit ** 2
    uptake[T] = 2 * unit * leak_length(T) / gamma(7 / 4)
    # 1% covers the finite mesh; uptake also has a small storage correction
    assert abs(plain * unit / depth_at(T) - 1) < 0.01
    assert abs(direct_uptake[T] / uptake[T] - 1) < 0.015
assert direct[cool] > direct[hot]
assert direct_uptake[cool] < direct_uptake[hot]

# Apparent energy of depth and the threshold at half the crystal value
energy_formula = (Qb - Es - Q / 2) / 2
energy_numeric = -(np.log(depth_at(890) / depth_at(910))
                   / (1 / (kB * 890) - 1 / (kB * 910)))
assert abs(energy_numeric - energy_formula) < 0.003
for combined, deeper in ((0.9, True), (1.1, False)):
    pair = [depth(crystal_D(T), boundary_D(T, combined + Es), segregation(T))
            for T in (1000.0, 900.0)]
    assert (pair[1] > pair[0]) == deeper
time_factor = depth(crystal_D(hot), boundary_D(hot), segregation(hot), 16 * t)
time_factor /= depth_at(hot)
assert abs(time_factor - 2) < 0.01

# Change one property at a time from its hot to its cool value
base = depth_at(hot)
only_D = depth(crystal_D(cool), boundary_D(hot), segregation(hot)) / base
only_Db = depth(crystal_D(hot), boundary_D(cool), segregation(hot)) / base
only_s = depth(crystal_D(hot), boundary_D(hot), segregation(cool)) / base
frozen_s = depth(crystal_D(cool), boundary_D(cool), segregation(hot)) / base
all_change = depth_at(cool) / base
assert only_D > 1 and only_Db < 1 and only_s > 1
assert frozen_s < 1 < all_change

# Temperature of greatest depth: direct search against the slope condition
search = minimize_scalar(lambda T: -depth_at(T), bounds=(550, 900),
                         method="bounded", options={"xatol": 1e-4})
T_max = search.x
slope_needed = Qb / (Q + 2 * Es)
T_rule = brentq(lambda T: log_slope(theta_at(T)) - slope_needed, 550, 900)
assert abs(T_max - T_rule) < 0.5
assert depth_at(T_max) > depth_at(hot) and depth_at(T_max) > depth_at(600)

# Isolated dislocations crossing the boundary, taken as fast as the boundary
line_density = 1e10
radius = delta / 2


def dislocation_leak(T):
    D, Db, s = crystal_D(T), boundary_D(T), segregation(T)
    reach = radius * np.sqrt(s * Db * np.log(np.sqrt(D * t) / radius) / (2 * D))
    per_area = line_density * np.pi * radius ** 2 * s * Db / reach
    return per_area / np.sqrt(D / (np.pi * t))


print("Rough parameters, regime of dilute silver in copper boundaries")
print(f"crystal: D0 = {D0*1e4:.2f} cm2/s, Q = {Q:.2f} eV")
print(f"boundary: Db0 = {Db0*1e4:.2f} cm2/s, Qb = {Qb:.2f} eV")
print(f"segregation: s0 = {s0:.2f}, Es = {Es:.2f} eV")
print(f"boundary width = {delta*1e9:.2f} nm, anneal time = {hours:.0f} h")
print(f"Qb - Es = {Qb-Es:.2f} eV, Q/2 = {Q/2:.2f} eV")
print(f"apparent energy of depth, formula = {energy_formula:.3f} eV")
print(f"apparent energy near 900 K, numerical = {energy_numeric:.3f} eV")
print(f"eta10 = y10/L in leakage limit = {eta10:.4f}")
print(f"y10/sqrt(Db t) without leakage = {no_leak:.4f}")
print(f"depth factor for 16 times the time at 900 K = {time_factor:.3f}")
print("T(K)  D(cm2/s)  Db(cm2/s)  s")
table = (900, 850, 800, 750, 700, 650, 600)
for T in table:
    print(f"{T}  {crystal_D(T)*1e4:.3e}  {boundary_D(T)*1e4:.3e}  "
          f"{segregation(T):.1f}")
print("T(K)  sqrt(Dt)(um)  theta  beta  L(um)  y10(um)")
for T in table:
    unit = np.sqrt(crystal_D(T) * t)
    print(f"{T}  {unit*1e6:.4f}  {theta_at(T):.3e}  "
          f"{(leak_length(T)/unit)**2:.3e}  {leak_length(T)*1e6:.1f}  "
          f"{depth_at(T)*1e6:.1f}")
print("Depth factors from 900 K to 800 K:")
print(f"only D cooled = {only_D:.3f}")
print(f"only Db cooled = {only_Db:.3f}")
print(f"only s changed = {only_s:.3f}")
print(f"D and Db cooled, s kept = {frozen_s:.3f}")
print(f"all changed = {all_change:.3f}")
for T in (hot, cool):
    print(f"{T:.0f} K: full 2D depth = {direct[T]*1e6:.1f} um, "
          f"lengthwise effect = {100*lengthwise_change[T]:.2f} %")
    print(f"{T:.0f} K: side uptake/c_surface = {uptake[T]*1e12:.1f} um2 "
          f"(2D: {direct_uptake[T]*1e12:.1f} um2)")
print(f"side uptake factor, 900 to 800 K = {uptake[cool]/uptake[hot]:.3f}")
print(f"slope g needed at maximum = {slope_needed:.4f}")
print(f"temperature of maximum = {T_max:.1f} K (slope rule {T_rule:.1f} K)")
print(f"theta at maximum = {theta_at(T_max):.4f}")
print(f"greatest y10 = {depth_at(T_max)*1e6:.1f} um")
print(f"dislocation density assumed = {line_density*1e-4:.1e} cm^-2")
for T in (900, 800, 700):
    print(f"{T} K: dislocation/plain leak = {100*dislocation_leak(T):.2f} %, "
          f"c_surface for 1% filling = {0.01/segregation(T):.1e}")
print("finished without a failed check")
```

Running it gives:

```
Rough parameters, regime of dilute silver in copper boundaries
crystal: D0 = 0.60 cm2/s, Q = 2.00 eV
boundary: Db0 = 1.00 cm2/s, Qb = 1.10 eV
segregation: s0 = 0.10, Es = 0.40 eV
boundary width = 0.50 nm, anneal time = 24 h
Qb - Es = 0.70 eV, Q/2 = 1.00 eV
apparent energy of depth, formula = -0.150 eV
apparent energy near 900 K, numerical = -0.150 eV
eta10 = y10/L in leakage limit = 2.4838
y10/sqrt(Db t) without leakage = 2.3262
depth factor for 16 times the time at 900 K = 2.000
T(K)  D(cm2/s)  Db(cm2/s)  s
900  3.790e-12  6.923e-07  17.4
850  8.315e-13  3.006e-07  23.5
800  1.509e-13  1.176e-07  33.1
750  2.181e-14  4.058e-08  48.7
700  2.392e-15  1.203e-08  75.8
650  1.867e-16  2.959e-09  126.3
600  9.526e-18  5.760e-10  229.0
T(K)  sqrt(Dt)(um)  theta  beta  L(um)  y10(um)
900  5.7224  7.590e-04  1.386e+02  67.4  167.3
850  2.6803  2.195e-03  7.934e+02  75.5  187.3
800  1.1419  7.248e-03  5.647e+03  85.8  212.5
750  0.4341  2.807e-02  5.221e+04  99.2  243.5
700  0.1438  1.319e-01  6.633e+05  117.1  275.5
650  0.0402  7.862e-01  1.246e+07  141.8  264.6
600  0.0091  6.311e+00  3.816e+08  177.2  155.7
Depth factors from 900 K to 800 K:
only D cooled = 2.236
only Db cooled = 0.412
only s changed = 1.380
D and Db cooled, s kept = 0.921
all changed = 1.270
900 K: full 2D depth = 167.7 um, lengthwise effect = 0.28 %
900 K: side uptake/c_surface = 839.0 um2 (2D: 839.2 um2)
800 K: full 2D depth = 212.4 um, lengthwise effect = 0.01 %
800 K: side uptake/c_surface = 213.2 um2 (2D: 212.6 um2)
side uptake factor, 900 to 800 K = 0.254
slope g needed at maximum = 0.3929
temperature of maximum = 678.1 K (slope rule 678.1 K)
theta at maximum = 0.2789
greatest y10 = 281.7 um
dislocation density assumed = 1.0e+06 cm^-2
900 K: dislocation/plain leak = 6.33 %, c_surface for 1% filling = 5.8e-04
800 K: dislocation/plain leak = 3.93 %, c_surface for 1% filling = 3.0e-04
700 K: dislocation/plain leak = 2.19 %, c_surface for 1% filling = 1.3e-04
finished without a failed check
```
